# Why heating weakens the electron wind, and how to separate direct valence: test program

```python
"""Electromigration wind valence and its separation from the direct valence.

Result under test (Hartree atomic units, electron charge -1):
    Z_total = Z_direct - K / rho,   K = k_F * sigma_tr
rho      : total resistivity;  k_F : Fermi wave number
sigma_tr : transport cross-section of the migrating defect
The wind force is the force of the scattered electrons on the defect.
K is constant for a spherical Fermi surface and a fixed defect potential.
Independent roads: radial force integrals, an angle-resolved Boltzmann
solver, thermal quadrature, and random sampling of fitting errors.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, expit

# ---------- units and model parameters ----------
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
kelvin = const.k / hartree                       # hartree per kelvin
rho_unit = const.hbar * bohr / const.e**2 * 1e8  # micro-ohm cm per a.u.
r_s = 3.0
well_depth, well_width = 0.25, 2.0
direct_valence = 1.0
rho_residual, rho_slope, oscillator_T = 0.5, 0.015, 200.0
temperatures = np.array([500.0, 600.0, 700.0, 800.0, 900.0])

density = 3 / (4 * np.pi * r_s**3)
k_F = (3 * np.pi**2 * density) ** (1 / 3)
E_F = k_F**2 / 2

# ---------- scattering by the defect ----------
ells = np.arange(7)
r_start, r_end = 0.01, 12.0


def potential(r):
    return -well_depth * np.exp(-(r / well_width) ** 2)


def partial_waves(k):
    """Phase shifts, and radial waves u_l tending to sin(...)/k."""
    count = len(ells)

    def rhs(r, y):                               # u_l = r**(l+1) * w_l
        w, dw = y[:count], y[count:]
        ddw = -2 * (ells + 1) / r * dw + (2 * potential(r) - k**2) * w
        return np.concatenate([dw, ddw])

    q0 = 2 * potential(0.0) - k**2
    start = np.concatenate([1 + q0 * r_start**2 / (2 * (2 * ells + 3)),
                            q0 * r_start / (2 * ells + 3)])
    sol = solve_ivp(rhs, (r_start, r_end), start, method="DOP853",
                    rtol=1e-10, atol=1e-13, dense_output=True)
    assert sol.success
    w, dw = sol.y[:count, -1], sol.y[count:, -1]
    power = r_end ** (ells + 1.0)
    u = power * w
    du = power * (dw + (ells + 1) / r_end * w)
    x = k * r_end
    j, y = spherical_jn(ells, x), spherical_yn(ells, x)
    dj = j + x * spherical_jn(ells, x, derivative=True)
    dy = y + x * spherical_yn(ells, x, derivative=True)
    j, y = x * j, x * y
    delta = np.arctan((du * j - u * k * dj) / (du * y - u * k * dy))
    outer = (j * np.cos(delta) - y * np.sin(delta)) / k
    d_outer = dj * np.cos(delta) - dy * np.sin(delta)
    scale = (outer * u + d_outer * du) / (u**2 + du**2)

    def waves(r):
        return (scale[:, None] * r ** (ells[:, None] + 1.0)
                * sol.sol(r)[:count])

    return delta, waves


def transport_cross_section(delta, k):
    steps = delta - np.append(delta[1:], 0.0)
    return 4 * np.pi / k**2 * np.sum((ells + 1) * np.sin(steps) ** 2)


delta_F, waves_F = partial_waves(k_F)
sigma_tr = transport_cross_section(delta_F, k_F)
K_au = k_F * sigma_tr
K = K_au * rho_unit

# Test: radial force integrals against phase-shift differences.
nodes, weights = np.polynomial.legendre.leggauss(200)
r = r_start + (nodes + 1) * (r_end - r_start) / 2
dr = weights * (r_end - r_start) / 2
gradient = -2 * r / well_width**2 * potential(r)
u_grid = waves_F(r)
integrals = np.array([np.sum(dr * gradient * u_grid[l] * u_grid[l + 1])
                      for l in ells[:-1]])
phase_steps = delta_F[:-1] - delta_F[1:]
assert np.allclose(integrals, np.sin(phase_steps) / 2, atol=1e-6)
# Test: the complete force of one state, times the volume.
state_force = 8 * np.pi * np.sum((ells[:-1] + 1) * np.sin(phase_steps)
                                 * integrals)
assert abs(state_force / (k_F**2 * sigma_tr) - 1) < 1e-5

# ---------- angle-resolved Boltzmann solver ----------
mu_1d, w_1d = np.polynomial.legendre.leggauss(12)
azimuth = 2 * np.pi * np.arange(24) / 24
mu = np.repeat(mu_1d, 24)
phi = np.tile(azimuth, 12)
solid = np.repeat(w_1d, 24) * 2 * np.pi / 24
side = np.sqrt(1 - mu**2)
points = np.array([side * np.cos(phi), side * np.sin(phi), mu])
cosine = points.T @ points
amplitude = np.polynomial.legendre.legval(
    cosine, (2 * ells + 1) * np.exp(1j * delta_F) * np.sin(delta_F) / k_F)
diff_sigma = np.abs(amplitude) ** 2


def kinetic_solution(rho_phonon, rho_added):
    """Resistivity (micro-ohm cm) and wind valence from the solved
    distribution; phonons scatter mostly backward, additions forward."""
    rate_p = 0.75 * density * rho_phonon / rho_unit
    rate_a = 1.5 * density * rho_added / rho_unit
    kernel = (rate_p * (1 - cosine) + rate_a * (1 + cosine) ** 2)
    kernel = kernel / (4 * np.pi) * solid[None, :]
    collision = np.diag(kernel.sum(axis=1)) - kernel
    # The extra term only fixes the conserved mean occupation to zero.
    fix = np.ones((len(mu), 1)) * solid[None, :] * (rate_p + rate_a)
    change = np.linalg.solve(collision + fix, -k_F * mu)
    states = k_F / np.pi**2 / (4 * np.pi)
    current = -states * np.sum(solid * change * k_F * mu)
    transfer = k_F**2 * np.sum(
        diff_sigma * (mu[:, None] - mu[None, :]) * solid[None, :], axis=1)
    force = states * np.sum(solid * change * transfer)
    return rho_unit / current, force


for mixture in [(5.0, 0.0), (5.0, 3.0), (12.0, 1.0), (0.0, 7.0)]:
    rho_test, wind_test = kinetic_solution(*mixture)
    assert abs(rho_test / sum(mixture) - 1) < 1e-8
    assert abs(wind_test * rho_test / (-K) - 1) < 1e-8

# ---------- resistivity from thermal oscillators ----------


def oscillator_factor(x):
    """x = quantum / thermal energy; tends to 1 at high temperature."""
    return (x / 2) ** 2 / np.sinh(x / 2) ** 2


def net_absorption(shift, x):
    """Absorption minus emission when drift shifts the final state."""
    bose = 1 / np.expm1(x)

    def integrand(e):
        first, last = expit(-e), expit(-(e + x - shift))
        first_empty, last_empty = expit(e), expit(e + x - shift)
        return (bose * first * last_empty
                - (bose + 1) * last * first_empty)
    return quad(integrand, -40, 40, points=[-x, 0], limit=200,
                epsabs=1e-12, epsrel=1e-10)[0]


for x in [0.3, 1.0, 3.0]:
    step = 1e-3
    drag = -(net_absorption(step, x) - net_absorption(-step, x)) / (2 * step)
    assert abs(drag * x / oscillator_factor(x) - 1) < 1e-4

phonon_factor = oscillator_factor(oscillator_T / temperatures)
assert np.all(np.abs(phonon_factor - 1) < 0.02)
rho_phonon = rho_slope * temperatures * phonon_factor
rho = rho_residual + rho_phonon
inverse_rho = 1 / rho
free_path = k_F / (density * rho / rho_unit)

# ---------- thermal smearing at fixed relaxation time ----------
half_range = 0.046
cheb_x = np.cos(np.pi * (np.arange(9) + 0.5) / 9)
cheb_k = np.sqrt(2 * (E_F + half_range * cheb_x))
cheb_sigma = [transport_cross_section(partial_waves(k)[0], k)
              for k in cheb_k]
sigma_poly = np.polynomial.chebyshev.chebfit(cheb_x, cheb_sigma, 8)
edge_nodes, edge_weights = np.polynomial.legendre.leggauss(100)
edge = 15 * edge_nodes
edge_weights = 15 * edge_weights * expit(edge) * expit(-edge)


def smeared_K(T):
    def wave_number(level):
        return np.sqrt(2 * (level + edge * T * kelvin))

    level = brentq(lambda m: np.sum(edge_weights * wave_number(m) ** 3)
                   - k_F**3, E_F - 0.002, E_F + 0.002, xtol=1e-14)
    k = wave_number(level)
    sigma = np.polynomial.chebyshev.chebval(
        (k**2 / 2 - E_F) / half_range, sigma_poly)
    return np.sum(edge_weights * k**4 * sigma) / k_F**3 * rho_unit


K_smeared = np.array([smeared_K(T) for T in temperatures])
smearing_change = K_smeared / K - 1
assert np.max(np.abs(smearing_change)) < 0.002
wind = -K_smeared / rho
total = direct_valence + wind
assert np.all(np.diff(np.abs(wind)) < 0)

# ---------- separation by a straight line in inverse resistivity ----------
slope, intercept = np.polyfit(inverse_rho, total, 1)
assert abs(intercept - direct_valence) < 0.05
assert abs(-slope / K - 1) < 0.005

# Error of the intercept: formula against random sampling.
scatter = 0.5
spread = np.sum((inverse_rho - inverse_rho.mean()) ** 2)
intercept_error = scatter * np.sqrt(1 / len(rho)
                                    + inverse_rho.mean() ** 2 / spread)
rng = np.random.default_rng(7)
noisy = total[:, None] + scatter * rng.standard_normal((len(rho), 20000))
sampled_error = np.polyfit(inverse_rho, noisy, 1)[1].std()
assert abs(sampled_error / intercept_error - 1) < 0.03

# ---------- a drift of K imitates a direct valence ----------
drift = 1e-4
drifting_total = direct_valence + wind * (1 + drift * temperatures)
drift_fit = np.polyfit(inverse_rho, drifting_total, 1)
misfit = np.max(np.abs(np.polyval(drift_fit, inverse_rho) - drifting_total))
predicted_shift = -K * drift / rho_slope
found_shift = drift_fit[1] - intercept
assert abs(found_shift / predicted_shift - 1) < 0.03
assert misfit < 0.01

# Cure: change the resistivity at one temperature by added scatterers.
T_fixed = 700.0
phonon_fixed = (rho_slope * T_fixed
                * oscillator_factor(oscillator_T / T_fixed))
added = np.array([0.5, 2.5, 4.5, 6.5, 8.5])
series = np.array([kinetic_solution(phonon_fixed, extra) for extra in added])
iso_total = direct_valence + series[:, 1] * (1 + drift * T_fixed)
iso_slope, iso_intercept = np.polyfit(1 / series[:, 0], iso_total, 1)
assert abs(iso_intercept - direct_valence) < 1e-6
assert abs(-iso_slope / (K * (1 + drift * T_fixed)) - 1) < 1e-6

# ---------- printed numbers ----------
print(f"r_s = {r_s:.1f} bohr")
print(f"well depth = {well_depth:.2f} hartree, width = {well_width:.1f} bohr")
print(f"electron density = {density:.6f} bohr^-3")
print(f"k_F = {k_F:.4f} bohr^-1, E_F = {E_F:.4f} hartree")
for l in range(4):
    print(f"phase shift l={l}: {delta_F[l]:.5f} rad")
for l in range(3):
    print(f"radial force integral l={l}: {integrals[l]:.6f}, "
          f"half sine: {np.sin(phase_steps[l]) / 2:.6f} (a.u.)")
print(f"force of one state x volume = {state_force:.5f} a.u.")
print(f"k_F^2 sigma_tr = {k_F**2 * sigma_tr:.5f} a.u.")
print(f"sigma_tr = {sigma_tr:.3f} bohr^2")
print(f"resistivity unit = {rho_unit:.4f} micro-ohm cm")
print(f"K = {K_au:.4f} a.u. = {K:.2f} micro-ohm cm")
print(f"residual resistivity = {rho_residual:.2f} micro-ohm cm")
print(f"phonon slope a = {rho_slope:.3f} micro-ohm cm/K")
print(f"oscillator temperature = {oscillator_T:.0f} K")
print(f"assigned direct valence = {direct_valence:.2f}")
print("T(K)  rho(micro-ohm cm)  1/rho(inverse)  path(bohr)  Z_wind  Z_total")
for row in zip(temperatures, rho, inverse_rho, free_path, wind, total):
    print("{:.0f}  {:.3f}  {:.5f}  {:.1f}  {:.3f}  {:.3f}".format(*row))
print(f"wind ratio 900 K / 500 K = {wind[-1] / wind[0]:.4f}")
print(f"path ratio 900 K / 500 K = {free_path[-1] / free_path[0]:.4f}")
print(f"K change by smearing at 500 K = {100 * smearing_change[0]:.4f} %")
print(f"K change by smearing at 900 K = {100 * smearing_change[-1]:.4f} %")
print(f"heating fit: intercept = {intercept:.4f}")
print(f"heating fit: K = {-slope:.2f} micro-ohm cm")
print(f"sign change of Z_total at rho = {K / direct_valence:.1f} "
      "micro-ohm cm")
print(f"assumed scatter of Z_total = {scatter:.2f}")
print(f"intercept error: formula {intercept_error:.3f}, "
      f"sampled {sampled_error:.3f}")
print(f"assumed drift of K: c = {drift:.1e} per K")
print(f"drift: false intercept = {drift_fit[1]:.3f}")
print(f"drift: intercept shift = {found_shift:.3f}, "
      f"predicted -Kc/a = {predicted_shift:.3f}")
print(f"drift: largest misfit of line = {misfit:.5f}")
print(f"isothermal series at {T_fixed:.0f} K: rho from "
      f"{series[0, 0]:.3f} to {series[-1, 0]:.3f} micro-ohm cm")
print(f"isothermal series: Z_total from {iso_total[0]:.3f} "
      f"to {iso_total[-1]:.3f}")
print(f"isothermal fit: intercept = {iso_intercept:.4f}")
print(f"isothermal fit: K(T) = {-iso_slope:.2f} micro-ohm cm")
print("verified")
```

It prints:

```
r_s = 3.0 bohr
well depth = 0.25 hartree, width = 2.0 bohr
electron density = 0.008842 bohr^-3
k_F = 0.6397 bohr^-1, E_F = 0.2046 hartree
phase shift l=0: 0.59060 rad
phase shift l=1: 0.17430 rad
phase shift l=2: 0.02524 rad
phase shift l=3: 0.00278 rad
radial force integral l=0: 0.202188, half sine: 0.202188 (a.u.)
radial force integral l=1: 0.074257, half sine: 0.074257 (a.u.)
radial force integral l=2: 0.011227, half sine: 0.011227 (a.u.)
force of one state x volume = 2.62852 a.u.
k_F^2 sigma_tr = 2.62852 a.u.
sigma_tr = 6.423 bohr^2
resistivity unit = 21.7398 micro-ohm cm
K = 4.1089 a.u. = 89.33 micro-ohm cm
residual resistivity = 0.50 micro-ohm cm
phonon slope a = 0.015 micro-ohm cm/K
oscillator temperature = 200 K
assigned direct valence = 1.00
T(K)  rho(micro-ohm cm)  1/rho(inverse)  path(bohr)  Z_wind  Z_total
500  7.901  0.12657  199.1  -11.305  -10.305
600  9.417  0.10619  167.0  -9.485  -8.485
700  10.929  0.09150  143.9  -8.173  -7.173
800  12.438  0.08040  126.5  -7.181  -6.181
900  13.945  0.07171  112.8  -6.405  -5.405
wind ratio 900 K / 500 K = 0.5665
path ratio 900 K / 500 K = 0.5666
K change by smearing at 500 K = -0.0042 %
K change by smearing at 900 K = -0.0135 %
heating fit: intercept = 1.0013
heating fit: K = 89.33 micro-ohm cm
sign change of Z_total at rho = 89.3 micro-ohm cm
assumed scatter of Z_total = 0.50
intercept error: formula 1.119, sampled 1.119
assumed drift of K: c = 1.0e-04 per K
drift: false intercept = 0.410
drift: intercept shift = -0.591, predicted -Kc/a = -0.596
drift: largest misfit of line = 0.00014
isothermal series at 700 K: rho from 10.929 to 18.929 micro-ohm cm
isothermal series: Z_total from -7.746 to -4.049
isothermal fit: intercept = 1.0000
isothermal fit: K(T) = 95.58 micro-ohm cm
verified
```
